# The product of two Cartesian Gaussians and their general overlap: a program that tests the result

```python
"""
Result under test: the product of two one-dimensional Cartesian Gaussians
  (x-A)^i exp(-a(x-A)^2) * (x-B)^j exp(-b(x-B)^2)
equals K exp(-p(x-P)^2) * sum_k f_k (x-P)^k, and its integral is
  S_ij = K sqrt(pi/p) * sum_s f_2s (2s-1)!! / (2p)^s.
Symbols: p = a+b, mu = ab/p, P = (aA+bB)/p, PA = P-A, PB = P-B,
K = exp(-mu(A-B)^2); f_k is a sum of products of binomial coefficients
and powers of PA and PB. In 3D the overlap is a product of three factors.
Lengths are in bohr, exponents in bohr^-2.
"""
import math
import numpy as np
import sympy as sp
from pyscf import gto


def coefficient(k, i, j, PA, PB):
    """Coefficient of (x-P)^k in (x-A)^i (x-B)^j."""
    return sum(math.comb(i, l) * math.comb(j, k - l)
               * PA**(i - l) * PB**(j - k + l)
               for l in range(max(0, k - j), min(i, k) + 1))


def odd_factorial(s):
    """(2s-1)!!, equal to 1 for s = 0."""
    return math.prod(range(1, 2 * s, 2))


def even_moment(s, p):
    return odd_factorial(s) / (2 * p)**s * math.sqrt(math.pi / p)


def polynomial_integral(i, j, PA, PB, p):
    return sum(coefficient(2 * s, i, j, PA, PB) * even_moment(s, p)
               for s in range((i + j) // 2 + 1))


def overlap_1d(i, j, a, b, A, B):
    p = a + b
    P = (a * A + b * B) / p
    K = math.exp(-a * b / p * (A - B)**2)
    return K * polynomial_integral(i, j, P - A, P - B, p)


def overlap_3d(powers_a, powers_b, a, b, A, B):
    return math.prod(overlap_1d(powers_a[d], powers_b[d], a, b, A[d], B[d])
                     for d in range(3))


def gaussian(x, i, a, A):
    return (x - A)**i * np.exp(-a * (x - A)**2)


# Uniform-grid quadrature: converges exponentially for Gaussian integrands
grid = np.linspace(-16.0, 16.0, 6401)
step = grid[1] - grid[0]


def integrate(values):
    return step * float(np.sum(values))


# Symbolic test: completed square and the shifts of origin
x, A_s, B_s = sp.symbols("x A B", real=True)
a_s, b_s = sp.symbols("a b", positive=True)
p_s = a_s + b_s
P_s = (a_s * A_s + b_s * B_s) / p_s
square = (a_s * (x - A_s)**2 + b_s * (x - B_s)**2
          - p_s * (x - P_s)**2 - a_s * b_s / p_s * (A_s - B_s)**2)
assert sp.simplify(square) == 0
assert sp.simplify(P_s - A_s - b_s * (B_s - A_s) / p_s) == 0
assert sp.simplify(P_s - B_s + a_s * (B_s - A_s) / p_s) == 0

# Symbolic test: binomial coefficients against direct expansion
u, PA_s, PB_s = sp.symbols("u PA PB")
for i in range(5):
    for j in range(5):
        direct = sp.Poly(sp.expand((u + PA_s)**i * (u + PB_s)**j), u)
        for k in range(i + j + 1):
            difference = (direct.coeff_monomial(u**k)
                          - coefficient(k, i, j, PA_s, PB_s))
            assert sp.expand(difference) == 0

# Moments of a Gaussian against quadrature
for p_test in (0.7, 1.5, 3.2):
    for k in range(9):
        integrand = grid**k * np.exp(-p_test * grid**2)
        scale = integrate(np.abs(integrand))
        expected = even_moment(k // 2, p_test) if k % 2 == 0 else 0.0
        assert abs(integrate(integrand) - expected) < 1e-11 * scale

# Pointwise product, 1D overlap and sign rule for varied parameters
rng = np.random.default_rng(7)
worst_1d = 0.0
n_cases = 0
for i in range(5):
    for j in range(5):
        for _ in range(4):
            a_t, b_t = rng.uniform(0.3, 2.5, 2)
            A_t, B_t = rng.uniform(-1.5, 1.5, 2)
            p_t = a_t + b_t
            P_t = (a_t * A_t + b_t * B_t) / p_t
            K_t = math.exp(-a_t * b_t / p_t * (A_t - B_t)**2)
            PA_t, PB_t = P_t - A_t, P_t - B_t
            product = gaussian(grid, i, a_t, A_t) * gaussian(grid, j, b_t, B_t)
            series = sum(coefficient(k, i, j, PA_t, PB_t) * (grid - P_t)**k
                         for k in range(i + j + 1))
            series = series * K_t * np.exp(-p_t * (grid - P_t)**2)
            peak = np.max(np.abs(product))
            assert np.max(np.abs(product - series)) < 1e-10 * peak
            numeric = integrate(product)
            scale = integrate(np.abs(product))
            error = abs(numeric - overlap_1d(i, j, a_t, b_t, A_t, B_t)) / scale
            worst_1d = max(worst_1d, error)
            assert error < 1e-10
            reversed_sign = K_t * polynomial_integral(i, j, -PA_t, -PB_t, p_t)
            assert abs(reversed_sign - (-1)**(i + j) * numeric) < 1e-10 * scale
            n_cases += 1

# Self-overlap used for normalization
for i in range(5):
    for a_t in (0.4, 0.9, 2.0):
        numeric = integrate(gaussian(grid, i, a_t, 0.3)**2)
        closed = (odd_factorial(i) / (4 * a_t)**i
                  * math.sqrt(math.pi / (2 * a_t)))
        assert abs(numeric / closed - 1) < 1e-11

# Worked example
a, b = 0.9, 0.6
A = np.array([0.2, -0.1, 0.3])
B = np.array([1.2, 0.4, -0.2])
powers_a, powers_b = (2, 0, 0), (1, 1, 0)
p = a + b
mu = a * b / p
P = (a * A + b * B) / p
PA, PB = P - A, P - B
R2 = float(np.sum((A - B)**2))
K = np.exp(-mu * (A - B)**2)
factors = [overlap_1d(powers_a[d], powers_b[d], a, b, A[d], B[d])
           for d in range(3)]
raw = math.prod(factors)
self_a = overlap_3d(powers_a, powers_a, a, a, A, A)
self_b = overlap_3d(powers_b, powers_b, b, b, B, B)
normalized = raw / math.sqrt(self_a * self_b)
assert abs(np.prod(K) - math.exp(-mu * R2)) < 1e-14

# Full 3D integral directly from the definition
axis = np.linspace(-8.0, 8.0, 81)
h = axis[1] - axis[0]
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")


def gaussian_3d(powers, exponent, centre):
    dx, dy, dz = X - centre[0], Y - centre[1], Z - centre[2]
    return (dx**powers[0] * dy**powers[1] * dz**powers[2]
            * np.exp(-exponent * (dx**2 + dy**2 + dz**2)))


values = gaussian_3d(powers_a, a, A) * gaussian_3d(powers_b, b, B)
raw_grid = float(np.sum(values)) * h**3
assert abs(raw_grid - raw) < 1e-10 * float(np.sum(np.abs(values))) * h**3

# Whole d-d block against the integral library, free of its normalization
mol = gto.M(atom=[["H1", tuple(A)], ["H2", tuple(B)]], unit="Bohr",
            basis={"H1": [[2, [a, 1.0]]], "H2": [[2, [b, 1.0]]]},
            cart=True, verbose=0)
library = mol.intor("int1e_ovlp_cart")
diagonal = np.sqrt(np.diag(library))
library = library / np.outer(diagonal, diagonal)
d_powers = [(2, 0, 0), (1, 1, 0), (1, 0, 1), (0, 2, 0), (0, 1, 1), (0, 0, 2)]
worst_block = 0.0
for m, pa in enumerate(d_powers):
    for n, pb in enumerate(d_powers):
        norm = math.sqrt(overlap_3d(pa, pa, a, a, A, A)
                         * overlap_3d(pb, pb, b, b, B, B))
        value = overlap_3d(pa, pb, a, b, A, B) / norm
        worst_block = max(worst_block, abs(value - library[m, 6 + n]))
assert worst_block < 1e-10


def show(label, value, unit=""):
    print(f"{label} = {value:.8f} {unit}".rstrip())


def show_vector(label, vector, unit="bohr"):
    print(label, "= (" + ", ".join(f"{v:.4f}" for v in vector) + ")", unit)


show("exponent a", a, "bohr^-2")
show("exponent b", b, "bohr^-2")
show_vector("centre A", A)
show_vector("centre B", B)
print("powers on A:", powers_a, " powers on B:", powers_b)
show("p", p, "bohr^-2")
show("mu", mu, "bohr^-2")
show_vector("centre P", P)
show_vector("PA", PA)
show_vector("PB", PB)
show("squared distance R^2", R2, "bohr^2")
for d, name in enumerate("xyz"):
    show(f"K_{name}", K[d])
show("K_x K_y K_z", float(np.prod(K)))
for d, name in enumerate("xyz"):
    i, j = powers_a[d], powers_b[d]
    for k in range(i + j + 1):
        f_k = coefficient(k, i, j, PA[d], PB[d])
        show(f"{name}: f_{k}", f_k, f"bohr^{i + j - k}")
show("moment I_0 = sqrt(pi/p)", even_moment(0, p), "bohr")
show("moment I_2", even_moment(1, p), "bohr^3")
for s in range(2):
    part = K[0] * coefficient(2 * s, 2, 1, PA[0], PB[0]) * even_moment(s, p)
    show(f"part of S_x from k={2 * s}", part, "bohr^4")
for d, name in enumerate("xyz"):
    show(f"S_{name}", factors[d], f"bohr^{powers_a[d] + powers_b[d] + 1}")
show("raw 3D overlap, formula", raw, "bohr^7")
show("raw 3D overlap, grid sum", raw_grid, "bohr^7")
show("self-overlap of function on A", self_a, "bohr^7")
show("self-overlap of function on B", self_b, "bohr^7")
show("normalized overlap, formula", normalized)
show("normalized overlap, pyscf", library[0, 7])
wrong_x = K[0] * polynomial_integral(2, 1, -PA[0], -PB[0], p)
show("S_x with PA and PB sign-reversed", wrong_x, "bohr^4")
print("number of random 1D cases =", n_cases)
print(f"largest relative 1D deviation = {worst_1d:.1e}")
print(f"largest deviation in d-d block = {worst_block:.1e}")
print("no test failed")
```

It prints:

```
exponent a = 0.90000000 bohr^-2
exponent b = 0.60000000 bohr^-2
centre A = (0.2000, -0.1000, 0.3000) bohr
centre B = (1.2000, 0.4000, -0.2000) bohr
powers on A: (2, 0, 0)  powers on B: (1, 1, 0)
p = 1.50000000 bohr^-2
mu = 0.36000000 bohr^-2
centre P = (0.6000, 0.1000, 0.1000) bohr
PA = (0.4000, 0.2000, -0.2000) bohr
PB = (-0.6000, -0.3000, 0.3000) bohr
squared distance R^2 = 1.50000000 bohr^2
K_x = 0.69767633
K_y = 0.91393119
K_z = 0.91393119
K_x K_y K_z = 0.58274825
x: f_0 = -0.09600000 bohr^3
x: f_1 = -0.32000000 bohr^2
x: f_2 = 0.20000000 bohr^1
x: f_3 = 1.00000000 bohr^0
y: f_0 = -0.30000000 bohr^1
y: f_1 = 1.00000000 bohr^0
z: f_0 = 1.00000000 bohr^0
moment I_0 = sqrt(pi/p) = 1.44720251 bohr
moment I_2 = 0.48240084 bohr^3
part of S_x from k=0 = -0.09692918 bohr^4
part of S_x from k=2 = 0.06731193 bohr^4
S_x = -0.02961725 bohr^4
S_y = -0.39679305 bohr^2
S_z = 1.32264350 bohr^1
raw 3D overlap, formula = 0.01554360 bohr^7
raw 3D overlap, grid sum = 0.01554360 bohr^7
self-overlap of function on A = 0.53374314 bohr^7
self-overlap of function on B = 0.73541157 bohr^7
normalized overlap, formula = 0.02480962
normalized overlap, pyscf = 0.02480962
S_x with PA and PB sign-reversed = 0.02961725 bohr^4
number of random 1D cases = 100
largest relative 1D deviation = 1.6e-13
largest deviation in d-d block = 3.3e-16
no test failed
```
